Forward focusing in silicon and the photoelectron thickness of its oxide

**What goes wrong**

An oxide 2.0 nm thick on Si(001), measured along the surface normal, can be reported as 1.4 nm. Tilt the wafer by 10 degrees and the same film can be reported as 2.4 to 2.5 nm. These are results of the model below, before elastic scattering in the oxide is allowed for, but they show the problem: the substrate emits more strongly in some directions than in others, and the usual formula reads the difference as oxide.

The method compares two Si 2p peaks, one from oxidized silicon and one from the substrate. Let θ be the emission angle from the surface normal, c = cos θ, d the oxide thickness and L the attenuation length in the oxide. The two peaks differ by only a few eV in kinetic energy, so one L serves both. Each intensity is a sum over depth, damped along the slanted path. For the oxide,

I_ox = I_ox∞ ∫₀ᵈ exp(−z/(Lc)) dz / (Lc) = I_ox∞ (1 − e^(−x)), with x = d/(Lc),

where I_ox∞ is the signal of a very thick oxide. The substrate signal is damped by the whole film. Let the crystal also multiply it by a factor A, which depends on direction:

I_Si = A I_Si∞ e^(−x).

Here I_Si∞ is the bulk signal without diffraction. With R0 = I_ox∞/I_Si∞, the measured ratio is

R = I_ox/I_Si = (R0/A)(1 − e^(−x))/e^(−x) = (R0/A)(e^x − 1).

The usual evaluation assumes A = 1 and solves for the thickness:

d_app = L c ln(1 + R/R0) = L c ln[1 + (e^x − 1)/A].

To isolate the error, write d = L c ln e^x and subtract it, which divides the bracket by e^x:

d_app − d = L c ln[e^(−x) + (1 − e^(−x))/A].   (1)

If A > 1 the bracket is below 1 and the oxide looks too thin. If A < 1 it looks too thick. R0 has dropped out, so the bias does not depend on its value, provided that it is the diffraction-free one.

Two limits follow. For a thin film, e^x − 1 ≈ x is small, and the logarithm gives d_app ≈ d/A: the relative error is fixed. For a thick film e^(−x) vanishes and the error tends to −L c ln A: the absolute error is fixed. The second limit assumes that A survives passage through a thick oxide, which is doubtful, as shown below.

**Why the substrate signal has directions**

An atom attracts a passing electron and acts as a converging lens. Take an emitter with a second atom at distance r, and let α be the angle between the line joining them and the detector direction. The wave that reaches the detector by way of the second atom travels farther by r(1 − cos α). Relative to the direct wave, the amplitude is

1 + (f(α)/r) exp[ikr(1 − cos α)],

where k is the wavenumber and f the scattering amplitude. Straight ahead the path difference is zero for every r. For an attractive atom in the Born approximation f is positive, so the two waves add. Away from the line the phase grows and the sum can turn into a deficit. Atoms in a row share the same forward direction, which is why low-index axes stand out.

This formula explains the sign but cannot supply the size. In the Born approximation f(0) = m∫|V|d³r/(2πħ²), and the mean inner potential is V0 = N∫|V|d³r, with N atoms per unit volume. Eliminating the integral and using ħ²/m = 2E/k² gives

f(0) = V0 k²/(4πNE).

The wavelength 0.0330 nm gives k = 190 nm⁻¹, the lattice constant a = 0.5431 nm gives N = 8/a³ = 49.9 nm⁻³, and the free-atom electron density used below gives V0 = 13.5 eV. With E = 1385 eV the result is f(0) ≈ 0.56 nm. The repeat distance along [001] is 0.54 nm, so f/r is about 1. The scattered wave is not a small correction, and scattering by successive atoms must be treated together.

**How the size is calculated**

Reciprocity shortens the work. The wave amplitude is unchanged when a point source and a point detector are exchanged. Emission from a site into direction n is therefore proportional to the density, at that site, of a plane wave sent into the crystal along −n. One incoming wave serves all emitters.

Inside the crystal that wave obeys ∇²ψ + (k² + U)ψ = 0, with U = 2m|V|/ħ² positive for attraction. The Fourier components of U follow from Poisson's equation:

U_G = 2me²(Z − F(G)) S(G) exp(−G²u²/2)/(ħ²ε₀G²Ω).

Z is the nuclear charge number, F the Fourier transform of the free-atom electron density (computed here at the unrestricted Hartree–Fock level), S the structure factor, Ω the cell volume and u the rms thermal displacement along one axis. The term G = 0 is left out because a constant potential only refracts the wave.

Let K be the surface-parallel wavevector, g a surface reciprocal vector and z the depth. Writing ψ as a sum of ψ_g(z) exp[i(K + g)·ρ] gives

ψ_g″ + κ_g²ψ_g + Σ_h U_gh ψ_h = 0, with κ_g² = k² − |K + g|².

Primes denote derivatives with respect to z, h runs over the same surface reciprocal vectors as g, and U_gh(z) is the surface Fourier component of U at depth z that belongs to g − h.

Put ψ_g = κ_g^(−1/2) c_g and c_g = b_g exp(iκ_g z). The first two terms become κ_g^(−1/2)(b_g″ + 2iκ_g b_g′) exp(iκ_g z). At high energy b_g changes slowly over a wavelength, so b_g″ is dropped; this also drops backscattering. Solving for b_g′ and returning to c_g gives

dc_g/dz = iκ_g c_g + (i/2) Σ_h κ_g^(−1/2) U_gh κ_h^(−1/2) c_h − k c_g/(2λκ_g).

The last term is inelastic loss with mean free path λ: over a step dz the path is k dz/κ_g, and the intensity falls by that path divided by λ. Without this term the coupling matrix is Hermitian and Σ|c_g|² is constant. The lattice then moves flux from place to place without creating any.

The step that dropped b_g″ was compared with the full second-order equation, including backscattering, for two lattice periods without loss and with a reduced set of beams. The quantity compared was the density at emitters in the second period divided by that in the first. Along [001] the full equation gives 1.91 and the one-way equation 1.92. At 34 degrees they give 0.76 and 0.75.

**The rows are the cause**

An emitter's own potential also changes the density at its site, and that part has nothing to do with crystal order. The reference for A is therefore the same stack of atomic layers with each layer shifted sideways at random. Atoms, density and layer spacing stay the same, but the rows are broken. A is the yield of the crystal divided by that of the shuffled stack.

The yield on [001] is 1.68 times that at 34 degrees in the crystal, and 0.94 times in the shuffled stack. Breaking the rows removes the enhancement. With a larger set of beams the crystal ratio is 1.75, and with a still larger set 1.86. The shuffled ratio then rises too, to about 1.05, so A changes less than the yields themselves.

The depth profile shows focusing build up. In the first lattice period no emitter has an atom above it in its own [001] row. Relative to that period, and with the nominal loss divided out, the density within the acceptance cone is about 1.7 in the second period and 1.8 to 2.0 in the fourth, then falls to between 1.3 and 1.6 in the eighth. The ranges reflect the numerical settings. The cause of the later decline was not tested.

**How large the bias is**

The example has rough typical values for Si 2p electrons excited by an aluminium Kα source: E = 1385 eV, λ = 3.0 nm in silicon, L = 3.4 nm and u = 0.0076 nm. The acceptance cone has a half-angle of 5 degrees. The tilt series is taken at an azimuth of 22.5 degrees from [110]. For a 2.0 nm oxide, with no blurring by the oxide:

- [001], the normal: A = 1.59, bias −0.61 nm
- tilt 5°: A = 1.15, bias −0.21 nm
- tilt 10°: A = 0.75, bias +0.47 nm
- tilt 20°: A = 0.88, bias +0.21 nm
- tilt 31°: A = 0.99, bias +0.01 nm
- tilt 34°: A = 0.89, bias +0.18 nm
- tilt 37°: A = 0.94, bias +0.09 nm
- [112], at 35.3°: A = 1.27, bias −0.32 nm
- [101], at 45°: A = 1.65, bias −0.60 nm

For the normal, x = 2.0/3.4 = 0.588 and e^(−x) = 0.555. Equation (1) gives

d_app − d = 3.4 nm × ln(0.555 + 0.445/1.587) = 3.4 nm × ln 0.836 = −0.61 nm.

Three features matter in practice. First, leaving the axis is not enough. In the azimuth of the tilt series, the focused peak has given way to a deficit ten degrees from the normal, and the error has changed sign. The depth of this deficit depends on azimuth: towards [110] it is much weaker. Second, the polar angle alone does not define the geometry. The [112] axis and the 34 degree direction differ by little more than 1 degree in polar angle, yet their biases differ by 0.50 nm because their azimuths differ. Third, the 34 degree direction is better than the axes but is not free of bias. It lies 12.8 degrees from the nearest ⟨112⟩ axis, 17.9 from ⟨110⟩, 25.8 from ⟨111⟩ and 34.0 from ⟨001⟩.

The small off-axis values should not be read too finely. Random sampling of the shuffled stack contributes about 2 percent to A. The shuffled yields themselves range from 1.15 to 1.34 between directions, which is more than sampling noise. If their mean over the nine directions, 1.27, is used as a common reference, A at 34 degrees becomes 1.173/1.267 = 0.93 and the bias falls from +0.18 to +0.11 nm. The near-zero bias at 31 degrees is therefore not evidence of a special angle. The numerical settings matter too: using more beams or a different sampling of the cone moved the bias by up to about 0.06 nm on [001], 0.07 nm at 34 degrees and 0.1 nm at 10 degrees and on [112], without changing its sign. With the largest beam set tried, the bias at 10 degrees is about +0.36 nm and that on [112] about −0.42 nm. All listed biases should be taken as uncertain by about 0.1 nm.

Acceptance matters as well. For a vanishing cone on [001] the model gives A = 2.7 in place of 1.59. This value is not converged: it ranges from about 2.2 to 2.9 with the beam set, but stays well above the cone average. Two instruments with different lenses can thus disagree on the same wafer at the same nominal angle.

**Why an amorphous oxide does not help**

Suppose that the oxide signal had a directional factor B of its own. The derivation above would give R = R0 (B/A)(e^x − 1), and the bias would vanish for B = A. An amorphous oxide cannot supply this compensation. Each of its emitters has neighbours that focus electrons, but the neighbour directions differ from emitter to emitter. If all orientations are equally likely and the surface is ignored, the sum over emitters is the same in every direction. The constant that remains belongs to R0. In this approximation B = 1, and the substrate factor A stands uncompensated in the ratio. In a real film, elastic scattering near the surface leaves a slow dependence on polar angle, which amounts to a change of a few percent in L between 0 and 45 degrees. The disorder of the oxide is part of the reason for the bias.

The oxide does act on the substrate electrons that cross it. Inelastic loss weakens them in all azimuths alike and leaves the pattern intact. Elastic scattering deflects some and blurs it. Born cross sections from free-atom densities give an elastic mean free path of about 1.7 nm in the oxide, so at normal emission a fraction 0.315 crosses 2.0 nm without elastic scattering. Suppose that only this fraction keeps the pattern and that the rest is spread evenly:

A_eff = 1 + (1.587 − 1) × 0.315 = 1.185.

The bias on [001] then shrinks from −0.61 to −0.25 nm. Elastic scattering at this energy is mostly through small angles, so the electrons deflected into the [001] direction come from directions near it. Those from the focused peak raise A_eff, and those from the deficit around the peak lower it. This balance was not computed. The Born approximation also overstates the scattering: phase shifts calculated for free-atom potentials give a mean free path of about 2.4 nm, which makes A_eff about 1.26 and the bias about −0.3 nm. The figure of −0.25 nm is therefore a rough estimate and not a bound.

The same estimate changes the thickness dependence. The unscattered fraction is 0.315^(d/2 nm). For 0.5 nm it is 0.75, and the bias on [001] is −0.18 nm without blurring and about −0.15 nm with it. For 6 nm it is 0.03, and the two estimates are far apart: −1.2 nm without blurring and about −0.05 nm with it. The constant thick-film offset, −1.57 nm for unblurred A, should therefore not be used as a correction.

**Limits for real wafers**

The parameters are in the usual range for thermal oxides a few nanometres thick measured with a laboratory source. The crystal yields of the nine directions differ by up to a factor of two. This contrast was not compared with measured intensities, so the enhancement of 59 percent on [001] is a model value and not a correction for a real instrument. The model treats the 2p source as a point, uses free-atom potentials and stops at a crystal depth of 6.5 nm; the effect of these choices on A was not sized. Of the neglected effects that were sized, elastic blurring in the oxide is the largest, since it may remove about half of the bias at 2 nm. Refraction is minor. The surface-parallel wavevector is conserved, so sin θ_in = sin θ_out/√(1 + V0/E), and 34 degrees outside corresponds to a direction 0.19 degrees closer to the normal inside.

**What to do about it**

Choose a direction away from the low-index axes and from the deficits beside them, and specify both polar angle and azimuth. The aim is a value of A that is close to 1 and changes slowly across the acceptance cone. The tolerance on A follows from d_app = L c ln[1 + (e^x − 1)/A]. Differentiating with respect to ln A and setting A = 1 gives

∂d_app/∂ln A = −L c (1 − e^(−x)).

At 34 degrees L c = 2.82 nm, and for d = 2.0 nm, 1 − e^(−x) = 0.508. The slope is −1.43 nm, so each percent of error in A costs about 0.014 nm. An accuracy of 0.05 nm requires A to be known to about 3.5 percent.

Use azimuth as a diagnostic. At fixed polar angle and on the same spot, a uniform amorphous film has one thickness. If d_app changes as the wafer is rotated about its normal, the change measures the variation of A. A constant result would not prove that A = 1, but a varying one shows that the geometry is unsafe.

Treat calibration on the axis with care. A bulk ratio measured on the same crystal, in the same direction and with the same acceptance equals R0/A, and inserting it in place of R0 cancels A if the film leaves A unchanged. Blurring breaks that condition. Suppose that a clean crystal on [001] supplies A = 1.587 while the substrate under 2.0 nm of oxide shows 1.185. With e^x = 1.80, the calibrated result is

3.4 nm × ln[1 + (1.587/1.185) × 0.80] = 2.5 nm,

an error of about +0.5 nm, opposite in sign to the original one. This uses the blurring estimate above and is equally rough; with the longer mean free path of 2.4 nm the error is about +0.4 nm. It shows why a direction where A is near 1 and changes slowly is preferable to a large correction: there the pattern has little contrast to lose, and the calibration depends less on film thickness, acceptance and alignment. The values behind these figures are listed in the numerical output, except for the phase-shift results and the trials with other numerical settings.

Computed values

```
electron energy 1385 eV, wavelength 0.0330 nm
mean free path in Si 3.0 nm, L in oxide 3.4 nm, R0 0.9
thermal displacement 0.0076 nm, lattice constant 0.5431 nm
acceptance half-angle 5.0 deg, crystal depth 6.52 nm
second/first period density: full wave, one-way
  [001]: 1.906, 1.918
  34 deg: 0.759, 0.750
direction: crystal yield, shuffled yield, A, rel. std error of A
  [001]: 1.967, 1.239, 1.587, 0.014
  tilt 5: 1.460, 1.267, 1.152, 0.017
  tilt 10: 0.966, 1.289, 0.750, 0.018
  tilt 20: 1.111, 1.270, 0.875, 0.016
  tilt 31: 1.333, 1.342, 0.993, 0.018
  tilt 34: 1.173, 1.323, 0.886, 0.020
  tilt 37: 1.171, 1.248, 0.938, 0.020
  [112]: 1.619, 1.272, 1.274, 0.014
  [101]: 1.897, 1.153, 1.646, 0.021
A on [001] for vanishing acceptance: 2.703
[001] cone, undamped density per period relative to first, 1 to 8:
  1.00 1.74 1.82 1.90 1.83 1.81 1.54 1.38
yield ratio [001]/34 deg: crystal 1.677, shuffled 0.937
same crystal ratio with more beams: 1.750
apparent thickness of 2.0 nm oxide, and bias (nm):
  [001]: 1.389, -0.611
  tilt 5: 1.795, -0.205
  tilt 10: 2.468, +0.468
  tilt 20: 2.206, +0.206
  tilt 31: 2.010, +0.010
  tilt 34: 2.178, +0.178
  tilt 37: 2.092, +0.092
  [112]: 1.676, -0.324
  [101]: 1.398, -0.602
[001] bias (nm) for 0.5, 2 and 6 nm oxide: -0.177, -0.611, -1.245
[001] thick-film limit of bias: -1.571 nm
34 deg direction, angle to nearest axis (deg):
  <001>: 34.0
  <110>: 17.9
  <111>: 25.8
  <112>: 12.8
Born elastic mean free path in oxide: 1.73 nm
share not elastically scattered in 2.0 nm at normal: 0.315
[001] A and bias if only that share keeps the pattern: 1.185, -0.245 nm
free-atom inner potential 13.5 eV, refraction at 34 deg 0.19 deg
```
